# The KKR condition from multiple scattering, and its silent channels

If a crystal's Schrödinger equation is expanded directly in plane waves, potential and lattice enter the same large matrix: changing the atom changes nearly all its elements, and these elements, Fourier components of the potential at reciprocal lattice vectors, do not show which partial waves of the atom matter. Multiple scattering separates the two. It does so through an inverse, $t^{-1}$, which diverges for any partial wave that the atom does not scatter, so the fate of such waves has to be settled as well.

Consider identical spherical potentials of radius $R_0$, one at each site $\mathbf R_n$ of a Bravais lattice. The spheres do not overlap, and the potential between them is constant and taken as zero. In Rydberg atomic units,

$$
(-\nabla^2+V)\psi=E\psi,\qquad E=\kappa^2>0 .
$$

Rewritten as $(\nabla^2+E)\psi=V\psi$, this asks for the inverse of $\nabla^2+E$. For a Bloch function with wave vector $\mathbf k$, write $\mathbf K=\mathbf k+\mathbf G$, with $\mathbf G$ a reciprocal lattice vector. The plane-wave components obey $(E-K^2)\psi_{\mathbf K}=(V\psi)_{\mathbf K}$, and one may divide provided that $E\ne K^2$ for every $\mathbf G$. Then

$$
\psi(\mathbf r)=\int_{\rm cell}G_{\mathbf k}(\mathbf r-\mathbf r')V(\mathbf r')\psi(\mathbf r')\,d^3r',\qquad
G_{\mathbf k}(\boldsymbol\rho)=\frac1\Omega\sum_{\mathbf G}\frac{e^{i\mathbf K\cdot\boldsymbol\rho}}{E-K^2},
$$

where $\Omega$ is the cell volume. There is no external wave: all of $\psi$ is radiated by the atoms. To see this site by site, take the free outgoing Green function $G_0(\mathbf r)=-e^{i\kappa r}/(4\pi r)$, which obeys $(\nabla^2+E)G_0=\delta(\mathbf r)$. For $\operatorname{Im}\kappa>0$ the sum

$$
G_{\mathbf k}(\boldsymbol\rho)=\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}G_0(\boldsymbol\rho+\mathbf R)
$$

converges. It has the same Bloch symmetry and the same source as the reciprocal sum, and is therefore equal to it. At real $E$ the lattice sums below mean the limit $\operatorname{Im}\kappa\to0^+$.

**One atom.** Let $L=(l,m)$, let $Y_L$ be real orthonormal harmonics, and define $J_L=j_l(\kappa r)Y_L$ and $H_L=h_l(\kappa r)Y_L$, with $h_l=j_l+in_l$ the outgoing Hankel function. In each partial wave $G_0$ must be regular at the smaller radius and outgoing at the larger, hence of the form $c\,j_l(\kappa r_<)h_l(\kappa r_>)$. The delta function requires a slope jump $1/r^2$. Since $j_lh_l'-j_l'h_l=i/x^2$ at $x=\kappa r$, this gives $c\,\kappa\, i/(\kappa r)^2=1/r^2$, or $c=-i\kappa$:

$$
G_0(\mathbf r-\mathbf r')=-i\kappa\sum_LJ_L(\mathbf r_<)H_L(\mathbf r_>).
$$

Let $\psi_L$ be the response of one atom to the incident wave $J_L$, so that $\psi_L=J_L+\int G_0V\psi_L$. Outside the sphere,

$$
\psi_L=J_L-i\kappa t_lH_L,\qquad t_l=\int J_LV\psi_L\,d^3r .
$$

Spherical symmetry makes $t$ diagonal and independent of $m$. The phase shift $\delta_l$ is defined by an exterior radial solution proportional to $\cos\delta_l\,j_l-\sin\delta_l\,n_l$. Here the radial function is $(1-i\kappa t_l)j_l+\kappa t_ln_l$, so

$$
\frac{\kappa t_l}{1-i\kappa t_l}=-\tan\delta_l
\;\Rightarrow\;
\kappa t_l(1-i\tan\delta_l)=-\tan\delta_l .
$$

Multiplying by $\cos\delta_l$ and using $\cos\delta_l-i\sin\delta_l=e^{-i\delta_l}$,

$$
t_l=-\frac{e^{i\delta_l}\sin\delta_l}{\kappa},\qquad
t_l^{-1}=-\kappa\cot\delta_l+i\kappa ,
$$

the second form holding when $\sin\delta_l\ne0$.

**From one atom to another.** A wave $H_{L'}$ leaving one site must be expressed in regular waves about another, displaced by $\mathbf R$. For $r<R$, $H_{L'}(\mathbf r+\mathbf R)$ is a regular free wave in $\mathbf r$ and an outgoing one in $\mathbf R$. An outgoing wave is fixed by its far field, because each harmonic of it is a multiple of one $h_l$. With $h_l(x)\to(-i)^{l+1}e^{ix}/x$ and $|\mathbf r+\mathbf R|\to R+\hat{\mathbf R}\cdot\mathbf r$,

$$
H_{L'}(\mathbf r+\mathbf R)\to(-i)^{l'+1}\frac{e^{i\kappa R}}{\kappa R}\,
e^{i\kappa\hat{\mathbf R}\cdot\mathbf r}\,Y_{L'}(\hat{\mathbf R}).
$$

Now insert $e^{i\kappa\hat{\mathbf R}\cdot\mathbf r}=4\pi\sum_Li^lJ_L(\mathbf r)Y_L(\hat{\mathbf R})$ and $Y_LY_{L'}=\sum_{L''}C_{LL'L''}Y_{L''}$, where $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat\Omega$. Each term $Y_{L''}e^{i\kappa R}/(\kappa R)$ is the far field of $H_{L''}(\mathbf R)/(-i)^{l''+1}$. The powers combine as $i^l(-i)^{l'-l''}=i^{\,l-l'+l''}$, so

$$
-i\kappa H_{L'}(\mathbf r+\mathbf R)=\sum_LJ_L(\mathbf r)g_{LL'}(\mathbf R),
$$

$$
g_{LL'}(\mathbf R)=-4\pi i\kappa\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}H_{L''}(\mathbf R).
$$

**Self-consistency.** Let $a_L^n$ be the amplitude of $J_L$ incident on site $n$. The atom answers with $-i\kappa\,b_L^nH_L$, where $b_L^n=t_la_L^n$. The incident wave is the sum of what all the other atoms send:

$$
a_L^n=\sum_{m\ne n}\sum_{L'}g_{LL'}(\mathbf R_n-\mathbf R_m)\,b_{L'}^m .
$$

Bloch's theorem gives $a^n=e^{i\mathbf k\cdot\mathbf R_n}a$ and $b^n=e^{i\mathbf k\cdot\mathbf R_n}b$. Dividing by the phase of site $n$,

$$
a=g(\mathbf k,E)\,b,\qquad g(\mathbf k,E)=\sum_{\mathbf R\ne0}e^{-i\mathbf k\cdot\mathbf R}g(\mathbf R).
$$

With $b=ta$ this is $(1-gt)a=0$. If no $t_l$ vanishes, putting $a=t^{-1}b$ gives $(t^{-1}-g)b=0$, which has a nonzero solution when

$$
\boxed{\det\left[t^{-1}(E)-g(\mathbf k,E)\right]=0 .}
$$

With infinitely many channels one truncates at $l_{\max}$ and follows the roots as $l_{\max}$ increases. The determinant itself has no limit, because $t_l^{-1}$ grows without bound with $l$; it is the energies at which it vanishes that settle down.

The condition is sufficient. Given $b\ne0$, set $a=gb$, put $\sum_La_L\psi_L$ inside each sphere and the sum of all radiated waves outside. Just outside a sphere the latter is $\sum_L(a_LJ_L-i\kappa b_LH_L)$, which joins the interior solution in value and slope because $b=ta$. It is not zero, since $J_L$ and $H_L$ are independent. The condition is also necessary: if $b=0$, nothing is radiated and $\psi$ vanishes between the spheres. Its value and slope then vanish on each sphere, and the radial equations make it vanish inside too.

**Separating atom and lattice.** Both $t^{-1}$ and $g$ are complex, yet the energies are real. To see why, take $\mathbf r$ and $\mathbf r'$ near the same site and expand the lattice Green function:

$$
G_{\mathbf k}(\mathbf r-\mathbf r')=-i\kappa\sum_LJ_L(\mathbf r_<)H_L(\mathbf r_>)
+\sum_{LL'}J_L(\mathbf r)\,g_{LL'}\,J_{L'}(\mathbf r').
$$

The reciprocal sum has real denominators, so this kernel is Hermitian. In the first term $-i\kappa h_l=-i\kappa j_l+\kappa n_l$; the $n_l$ part is real and symmetric. The rest, $\sum J_L(g-i\kappa1)_{LL'}J_{L'}$, must be Hermitian by itself. Hence $g=A+i\kappa1$ with $A=A^\dagger$, the two terms $i\kappa$ cancel, and the condition becomes

$$
\det\left[\kappa\cot\delta_l(E)\,\delta_{LL'}+A_{LL'}(\mathbf k,E)\right]=0 .
$$

The phase shifts contain the potential and no $\mathbf k$. The structure constants $A$ contain the lattice, $\mathbf k$ and $E$, and no potential. The cancelled $i\kappa$ is the radiation loss of a single atom, which in a Bloch state is balanced by what arrives from the others.

At real energy the terms of the sum over sites fall off only as $1/R$, and partial sums over growing spheres oscillate without settling; the sum has to be defined through a damping, such as the limit $\operatorname{Im}\kappa\to0^+$ or a smooth cutoff of very long range, which is impractical for computation. Writing $1/(E-K^2)$ as $e^{(E-K^2)T}/(E-K^2)-\int_0^Te^{(E-K^2)\tau}d\tau$, with any $T>0$, and transforming the Gaussians of the second part to real space gives the Ewald form

$$
G_{\mathbf k}(\boldsymbol\rho)=\frac1\Omega\sum_{\mathbf G}\frac{e^{i\mathbf K\cdot\boldsymbol\rho+(E-K^2)T}}{E-K^2}
-\sum_{\mathbf R}e^{-i\mathbf k\cdot\mathbf R}\int_0^T\frac{e^{E\tau-|\boldsymbol\rho+\mathbf R|^2/4\tau}}{(4\pi\tau)^{3/2}}\,d\tau .
$$

The result does not depend on $T$, but the work does: a small $T$ burdens the reciprocal sum, a large $T$ the sum over sites. For a simple cubic lattice of constant $a$, both converge rapidly when $T$ is near $a^2/4\pi$. Expanding $G_{\mathbf k}-G_0=\sum_LD_LJ_L(\boldsymbol\rho)$ gives $D_L=-i\kappa(-1)^l\sum_{\mathbf R\ne0}e^{-i\mathbf k\cdot\mathbf R}H_L(\mathbf R)$, by the re-expansion formula with $l'=0$. Substitution into $g$ yields

$$
g_{LL'}=4\pi\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}D_{L''}.
$$

**Channels with vanishing phase shift.** If $\sin\delta_l=0$ then $t_l=0$ and $t_l^{-1}$ does not exist, so one returns to $(1-gt)a=0$, where nothing diverges. Call the scattering channels $P$ and the silent ones $Q$, with $t_Q=0$. Multiplication by $t$ from the right removes the $Q$ columns of $g$:

$$
1-gt=\begin{pmatrix}1-g_{PP}t_P&0\\-g_{QP}t_P&1\end{pmatrix},\qquad
\det(1-gt)=\det(1-g_{PP}t_P).
$$

Since $t_P$ is invertible, the condition is $\det(t_P^{-1}-g_{PP})=0$. The silent channels have left it without approximation, although the elements $g_{QP}$ connecting them to the others are not zero. The lower row reads

$$
a_Q=g_{QP}b_P ,
$$

so the wave generally does have components in the silent channels. They arrive at the atom, pass through unscattered, and send nothing back into the equations.

A small phase shift shows how this limit is reached. The $Q$ rows of $(\kappa\cot\delta+A)b=0$ give $b_Q=-(\kappa\cot\delta_Q+A_{QQ})^{-1}A_{QP}b_P$. Inserted into the $P$ rows, this leaves

$$
\left[\kappa\cot\delta_P+A_{PP}-A_{PQ}(\kappa\cot\delta_Q+A_{QQ})^{-1}A_{QP}\right]b_P=0 .
$$

When $\kappa\cot\delta_Q$ dominates $A_{QQ}$, the inverse tends to $\tan\delta_Q/\kappa$, and the correction vanishes linearly with $\delta_Q$. For one $s$ channel with a root $E_0$ and a weak $p$ phase shift, expanding about $E_0$ gives, to first order,

$$
\Delta E=\frac{\tan\delta_1}{\kappa}\,
\frac{\sum_m|A_{0,1m}|^2}{\dfrac{d}{dE}\left(\kappa\cot\delta_0+A_{00}\right)} .
$$

The phase shift is weighted by the squared structure constants, so its size alone does not tell how much a channel matters.

If all phase shifts are small, the levels approach the free-electron energies, which are the poles of $A$. Expanding the plane waves of $G_{\mathbf k}$ about a site shows that near a nondegenerate pole

$$
A_{LL'}\simeq\frac{v_Lv_{L'}^*}{E-K^2},\qquad v_L=\frac{4\pi}{\sqrt\Omega}\,i^lY_L(\hat{\mathbf K}).
$$

For such a rank-one matrix the determinant vanishes when $1+\sum_L|v_L|^2\tan\delta_l/[\kappa(E-K^2)]=0$. With $\sum_mY_{lm}^2=(2l+1)/4\pi$,

$$
E-K^2\simeq-\frac{4\pi}{\Omega\kappa}\sum_l(2l+1)\tan\delta_l .
$$

A channel with positive $\tan\delta_l$ pushes the level down, one with negative $\tan\delta_l$ pushes it up, and one with $\delta_l=0$ contributes nothing. For a weak potential these signs mean attraction and repulsion. A strongly attractive well can have a negative $\tan\delta_l$, since phase shifts matter only modulo $\pi$.

At the free-electron energies themselves the division by $E-K^2$ fails, and a state can be missed. Suppose the atoms scatter $s$ waves alone and $|\mathbf K_1|=|\mathbf K_2|$. Then $e^{i\mathbf K_1\cdot\mathbf r}-e^{i\mathbf K_2\cdot\mathbf r}$ has no $s$ component about any site. It is an eigenstate at the free energy with $b=0$, and the determinant does not announce it. Such states must be added separately.

**A worked case.** Take a simple cubic lattice with $a=6$ bohr and, inside $R_0=2.8$ bohr, $V=-V_0(1-r^2/R_0^2)^2$ with $V_0=0.8$ Ry. At $\mathbf k=(2\pi/a)(0.10,0.25,0.40)$ the lowest free-electron energy is $(2\pi/6)^2(0.01+0.0625+0.16)=0.2550$ Ry.

First let the potential act on $s$ waves alone, so that every other phase shift is zero. The condition is then the single equation $\kappa\cot\delta_0=-A_{00}$. Its lowest root is $E=0.14964$ Ry, where $\kappa\cot\delta_0=0.32633$ and $A_{00}=-0.32633$ bohr$^{-1}$. Diagonalizing the same model in 1567 plane waves gives the same energy to seven decimals, $0.1496446$ Ry. A potential acting on $p$ waves alone needs a $3\times3$ determinant; its lowest level, $0.23769$ Ry, agrees equally well. The silent channels are far from empty: in the lowest state of the $s$ model, the norm of the three $p$ amplitudes at the sphere surface is $0.620$ of the $s$ amplitude, in both calculations.

Next add to the $s$ model a $p$ potential of one hundredth of full strength. Then $\delta_1=2.026\times10^{-4}$, $\kappa=\sqrt{0.14964}=0.3868$ bohr$^{-1}$, the sum of $|A_{0,1m}|^2$ is $0.7038$ bohr$^{-2}$, and the derivative is $-5.470$ bohr$^{-1}$Ry$^{-1}$. The linear formula gives

$$
\Delta E=\frac{2.026\times10^{-4}}{0.3868}\times\frac{0.7038}{-5.470}
=-6.74\times10^{-5}\ \text{Ry}.
$$

Plane waves give $-6.735\times10^{-5}$ Ry; the formula evaluated with unrounded inputs, $-6.737\times10^{-5}$ Ry, differs from this by about $0.02\%$ of the plane-wave shift. The full $p$ potential lowers the level by $0.1496-0.1415=0.0081$ Ry, more than a hundred times the weak shift, $0.0067$ Ry. The formula is linear in $\tan\delta_1$, not in the strength of the potential, and $\delta_1$ grows faster than the potential: at full strength it is $0.023$ even at the lower energy quoted below, against $100\times2.026\times10^{-4}\approx0.020$.

For the full local potential no phase shift vanishes identically, and dropping channels is an approximation. At the lowest level the phase shifts for $l=0$ to $4$ are about $0.87$, $0.023$, $4\times10^{-4}$, $5\times10^{-6}$ and $4\times10^{-8}$ rad. The level moves accordingly:

$$
\begin{array}{c|ccccc}
l_{\max}&0&1&2&3&4\\ \hline
E/\text{Ry}&0.14964&0.14154&0.14091&0.14087&0.14087
\end{array}
$$

The plane-wave value is $0.14087$ Ry, or $1.917$ eV. Going from $l_{\max}=1$ to $2$ still shifts the level by $6\times10^{-4}$ Ry although $\delta_2$ is only $4\times10^{-4}$ rad, so a channel should be dropped on the evidence of the energy, not of the phase shift alone. At the converged level $\kappa\cot\delta_0+A_{00}=0.3157-0.2714=0.0443$ bohr$^{-1}$. This is no longer zero; the remainder is what the higher channels supply through the correction term above. Of the four levels between $0.05$ and $1.00$ Ry, the highest differs most from its plane-wave value at $l_{\max}=4$, by about $5\times10^{-6}$ Ry.

The ingredients were also tested separately: $g$ against a direct sum of outgoing waves at complex energy, and $t_l$ against its defining integral. The relative deviations are about $10^{-10}$ and below $10^{-12}$, respectively.

## Values computed for the example and the checks

```
Lattice constant a = 6.0 bohr; well radius R0 = 2.8 bohr
Well depth V0 = 0.8 Ry
k in units of 2 pi/a: [0.1  0.25 0.4 ]
Plane waves in reference calculation: 1567
Lowest free-electron energies (Ry): [0.254965 0.474289 0.803276 1.022601 1.132263]
Lowest two KKR levels (Ry) as channels are added:
  lmax=0, size  1: 0.1496446  0.4227979
  lmax=1, size  4: 0.1415446  0.3938294
  lmax=2, size  9: 0.1409105  0.3915782
  lmax=3, size 16: 0.1408747  0.3914751
  lmax=4, size 25: 0.1408738  0.3914703
All levels between 0.05 and 1.00 Ry:
  band 1: KKR lmax=4 0.1408738 Ry; plane waves 0.1408737 Ry
  band 2: KKR lmax=4 0.3914703 Ry; plane waves 0.3914701 Ry
  band 3: KKR lmax=4 0.7087332 Ry; plane waves 0.7087313 Ry
  band 4: KKR lmax=4 0.9471276 Ry; plane waves 0.9471231 Ry
Lowest KKR level = 1.91669 eV
At this level kappa = 0.375332 1/bohr
  phase shift delta_0 = 8.715458e-01 rad
  phase shift delta_1 = 2.296941e-02 rad
  phase shift delta_2 = 4.062473e-04 rad
  phase shift delta_3 = 4.802264e-06 rad
  phase shift delta_4 = 3.905213e-08 rad
  kappa cot(delta_0) = 0.315657 1/bohr
  A_00 = -0.271363 1/bohr
  Im g_00 = 0.375332 1/bohr
Potential acting on s waves only, 1 x 1 KKR:
  KKR 0.1496446 Ry; plane waves 0.1496446 Ry
  KKR 0.4227979 Ry; plane waves 0.4227979 Ry
  lowest root: kappa cot(delta_0) = 0.326330 1/bohr
  lowest root: A_00 = -0.326330 1/bohr
  silent p / s amplitude at R0: KKR 0.620100, plane waves 0.620099
Potential acting on p waves only, 3 x 3 KKR:
  KKR 0.2376896 Ry; plane waves 0.2376896 Ry
  KKR 0.4471429 Ry; plane waves 0.4471429 Ry
Weak p potential added to s-only model, factor 0.01:
  delta_1 = 2.025591e-04 rad
  sum |A_0p|^2 = 0.703784 1/bohr^2
  d(kappa cot(delta_0)+A_00)/dE = -5.47016 1/(bohr Ry)
  level shift: linear KKR -6.73691e-05 Ry, plane waves -6.73545e-05 Ry
Relative error, g against direct lattice sum: 1.4e-10
Relative error, t_l against its integral: 5.5e-13
Relative non-Hermitian part of A: 6.9e-16
```
